# Molecular tilt from the angular dependence of K-edge π* and σ* resonances: a numerical check

```python
# Result under test: angular dependence of K-shell resonances of molecules
# in n >= 3 equally populated, rotation-equivalent azimuthal domains.
#   c = P cos^2(theta)
#   vector dipole:  I_v = sin^2(tilt)/2 + c (3 cos^2(tilt) - 1)/2
#   plane of dipoles: I_p = 1 - I_v  (tilt = angle of plane normal)
# theta: grazing angle of the beam = angle of in-plane field to surface normal z
# P: fraction of the intensity polarized in the plane of incidence
# tilt: angle from the surface normal; R: ratio I(theta1)/I(theta2)
# Direct side: sums of |E.O|^2 over explicit dipoles O in explicit domains.
import numpy as np
from pyscf import gto, scf

rad, deg = np.deg2rad, np.rad2deg


def rot_z(a):
    return np.array([[np.cos(a), -np.sin(a), 0],
                     [np.sin(a), np.cos(a), 0], [0, 0, 1.0]])


def rot_y(a):
    return np.array([[np.cos(a), 0, np.sin(a)],
                     [0, 1.0, 0], [-np.sin(a), 0, np.cos(a)]])


def direct(dipoles, theta, P, phase=np.pi / 2):
    """Sum of |E.O|^2 for a general elliptical field of unit strength."""
    e_par = np.array([np.sin(theta), 0, np.cos(theta)])
    e_perp = np.array([0, 1.0, 0])
    field = np.sqrt(P) * e_par + np.exp(1j * phase) * np.sqrt(1 - P) * e_perp
    return float(np.sum(np.abs(np.asarray(dipoles) @ field) ** 2))


def domains(body_dipoles, tilt, n, phi0):
    """Dipoles of n domains, each with weight 1/n in the intensity."""
    out = []
    for k in range(n):
        turn = rot_z(phi0 + 2 * np.pi * k / n) @ rot_y(tilt)
        out.extend(turn @ v / np.sqrt(n) for v in body_dipoles)
    return np.array(out)


def vector_law(tilt, theta, P):
    c = P * np.cos(theta) ** 2
    return 0.5 * np.sin(tilt) ** 2 + 0.5 * c * (3 * np.cos(tilt) ** 2 - 1)


def plane_law(tilt, theta, P):
    return 1 - vector_law(tilt, theta, P)


def tilt_from_vector(R, th1, th2, P):
    c1, c2 = P * np.cos(th1) ** 2, P * np.cos(th2) ** 2
    s = 2 * (c1 - R * c2) / (R * (1 - 3 * c2) - (1 - 3 * c1))
    return np.arcsin(np.sqrt(s))


def tilt_from_plane(R, th1, th2, P):
    c1, c2 = P * np.cos(th1) ** 2, P * np.cos(th2) ** 2
    s = 2 * ((1 - c1) - R * (1 - c2)) / ((1 - 3 * c1) - R * (1 - 3 * c2))
    return np.arcsin(np.sqrt(s))


axis = [np.array([0, 0, 1.0])]
ring_bonds = [np.array([np.cos(a), np.sin(a), 0]) / np.sqrt(3)
              for a in 0.3 + np.arange(6) * np.pi / 3]
pair = [np.array([1.0, 0, 0]), np.array([0, 1.0, 0])]

# Angular laws for random geometry, polarization and field phase
rng = np.random.default_rng(4)
worst = 0.0
for n in (3, 4, 6):
    for _ in range(40):
        tilt, theta = rng.uniform(0.05, 1.5, 2)
        P, phi0, phase = rng.uniform(0, 1), *rng.uniform(0, 6.28, 2)
        got = direct(domains(axis, tilt, n, phi0), theta, P, phase)
        worst = max(worst, abs(got - vector_law(tilt, theta, P)))
        for body in (pair, ring_bonds):
            got = direct(domains(body, tilt, n, phi0), theta, P, phase)
            worst = max(worst, abs(got - plane_law(tilt, theta, P)))
assert worst < 1e-12

# The familiar forms for complete linear polarization
for tilt, theta in rng.uniform(0, 1.57, (10, 2)):
    x, y = 3 * np.cos(theta) ** 2 - 1, 3 * np.cos(tilt) ** 2 - 1
    dv = direct(domains(axis, tilt, 3, 0.4), theta, 1.0)
    dp = direct(domains(pair, tilt, 3, 0.4), theta, 1.0)
    assert abs(dv - (1 + x * y / 2) / 3) < 1e-12
    assert abs(dp - 2 * (1 - x * y / 4) / 3) < 1e-12

# Two domains: azimuth and field phase both matter
two = [direct(domains(axis, 0.7, 2, f), 0.8, 0.9) for f in (0, np.pi / 2)]
assert abs(two[0] - two[1]) > 0.05
two_phase = [direct(domains(axis, 0.7, 2, 0.6), 0.8, 0.9, d)
             for d in (0, np.pi / 2)]
assert abs(two_phase[0] - two_phase[1]) > 0.01

# Worked example: flat ring, pi* dipole along the ring normal
P, th1, th2 = 0.90, rad(20), rad(90)
R, dR = 3.0, 0.3
c1, c2 = P * np.cos(th1) ** 2, P * np.cos(th2) ** 2
tilt = tilt_from_vector(R, th1, th2, P)
ring_pi = domains(axis, tilt, 3, 0.2)
ring_sigma = domains(ring_bonds, tilt, 3, 0.2)
I1, I2 = direct(ring_pi, th1, P), direct(ring_pi, th2, P)
assert abs(I1 / I2 - R) < 1e-10
S1, S2 = direct(ring_sigma, th1, P), direct(ring_sigma, th2, P)
assert abs(tilt_from_plane(S1 / S2, th1, th2, P) - tilt) < 1e-10

# Uniqueness: directly summed ratios are monotonic in the tilt
scan = np.linspace(0.05, np.pi / 2, 60)
for body, sign in ((axis, -1), (pair, 1)):
    ratios = [direct(domains(body, t, 3, 0.2), th1, P)
              / direct(domains(body, t, 3, 0.2), th2, P) for t in scan]
    assert np.all(sign * np.diff(ratios) > 0)
R_upright = (direct(domains(axis, np.pi / 2, 3, 0.2), th1, P)
             / direct(domains(axis, np.pi / 2, 3, 0.2), th2, P))

# Error propagation against a finite difference of the direct ratio
s = np.sin(tilt) ** 2
N2 = 2 * c2 + s * (1 - 3 * c2)
dtilt = dR * N2 ** 2 / (2 * abs(c1 - c2) * np.sin(2 * tilt))
h = 1e-4
near = [direct(domains(axis, tilt + d, 3, 0.2), th1, P)
        / direct(domains(axis, tilt + d, 3, 0.2), th2, P) for d in (-h, h)]
slope = (near[1] - near[0]) / (2 * h)
assert abs(dR / abs(slope) - dtilt) < 1e-6

# Straight-line fit in cos^2(theta) over several angles
angles = rad(np.array([20, 35, 50, 70, 90]))
b, a = np.polyfit(np.cos(angles) ** 2,
                  [direct(ring_pi, t, P) for t in angles], 1)
tilt_fit = np.arcsin(np.sqrt(2 / (3 + b / (a * P))))
assert abs(tilt_fit - tilt) < 1e-8

# Incidence at which the tilt drops out
th_magic = np.arccos(1 / np.sqrt(3 * P))
for t in (0.1, 0.6, 1.1, 1.5):
    assert abs(direct(domains(axis, t, 3, 1.0), th_magic, P) - 1 / 3) < 1e-12
    assert abs(direct(domains(pair, t, 3, 1.0), th_magic, P) - 2 / 3) < 1e-12

# Random orientation by quadrature over the sphere: looks like one fixed tilt
u, w = np.polynomial.legendre.leggauss(12)
iso = [sum(wi / 2 * direct(domains(axis, np.arccos(ui), 3, 0.1), t, P)
           for ui, wi in zip(u, w)) for t in (th1, th2)]
tilt_random = tilt_from_vector(iso[0] / iso[1], th1, th2, P)
assert abs(tilt_random - np.arccos(1 / np.sqrt(3))) < 1e-10

# Equal mixture of two tilts yields only the mean of sin^2(tilt)
mix = rad(np.array([20, 50]))
mixI = [np.mean([direct(domains(axis, t, 3, 0.1), th, P) for t in mix])
        for th in (th1, th2)]
tilt_mix = tilt_from_vector(mixI[0] / mixI[1], th1, th2, P)
assert abs(np.sin(tilt_mix) ** 2 - np.mean(np.sin(mix) ** 2)) < 1e-12

# False tilts when the threefold law is applied to twofold domains
false_tilt, false_R = [], []
for phi0 in (0, np.pi / 2):
    d2 = domains(axis, tilt, 2, phi0)
    false_R.append(direct(d2, th1, P) / direct(d2, th2, P))
    false_tilt.append(tilt_from_vector(false_R[-1], th1, th2, P))
assert min(abs(np.array(false_tilt) - tilt)) > rad(3)

# End-to-end test: ab initio dipoles of Li2 at a fixed tilt, three domains
bond, li_tilt = 2.7, rad(35)


def li2_dipoles(direction):
    """Dipoles from both 1s orbitals to the lowest sigma and pi virtuals."""
    half = direction * bond / 2
    mol = gto.M(atom=[["Li", tuple(half)], ["Li", tuple(-half)]],
                basis="6-31g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
    mf.kernel()
    assert mf.converged
    r = mol.intor("int1e_r")
    energy, C = mf.mo_energy, mf.mo_coeff
    sigma = pi = None
    i = mol.nelectron // 2
    while i < len(energy) and (sigma is None or pi is None):
        double = i + 1 < len(energy) and energy[i + 1] - energy[i] < 1e-5
        cols = C[:, i:i + 2] if double else C[:, i:i + 1]
        d = np.einsum("xij,ic,jv->cvx", r, C[:, :2], cols).reshape(-1, 3)
        if double and pi is None:
            pi = d
        if not double and sigma is None:
            sigma = d
        i += 2 if double else 1
    return sigma, pi


all_sigma, all_pi = [], []
for k in range(3):
    direction = rot_z(rad(10 + 120 * k)) @ rot_y(li_tilt) @ axis[0]
    sigma, pi = li2_dipoles(direction)
    s_tot, p_tot = np.sum(sigma ** 2), np.sum(pi ** 2)
    assert s_tot > 1e-6 and p_tot > 1e-6
    s_across = s_tot - np.sum((sigma @ direction) ** 2)
    p_along = np.sum((pi @ direction) ** 2)
    assert abs(s_across) / s_tot < 1e-6 and p_along / p_tot < 1e-6
    all_sigma.extend(sigma)
    all_pi.extend(pi)
li_Rs = direct(all_sigma, th1, P) / direct(all_sigma, th2, P)
li_Rp = direct(all_pi, th1, P) / direct(all_pi, th2, P)
li_from_sigma = tilt_from_vector(li_Rs, th1, th2, P)
li_from_pi = tilt_from_plane(li_Rp, th1, th2, P)
assert abs(li_from_sigma - li_tilt) < rad(0.02)
assert abs(li_from_pi - li_tilt) < rad(0.02)

tilt_P1 = tilt_from_vector(R, th1, th2, 1.0)
print(f"polarized fraction P = {P:.2f}")
print(f"grazing angles theta1, theta2 = {deg(th1):.0f}, {deg(th2):.0f} deg")
print(f"c1 = {c1:.4f}, c2 = {c2:.4f}")
print(f"input pi* ratio R = {R:.1f} +/- {dR:.1f}")
print(f"sin^2(tilt) = {s:.4f}")
print(f"ring tilt = {deg(tilt):.2f} deg = {tilt:.4f} rad")
print(f"tilt error = {deg(dtilt):.2f} deg")
print(f"tilt if P = 1 is assumed = {deg(tilt_P1):.2f} deg")
print(f"pi* intensity at theta1, theta2 = {I1:.4f}, {I2:.4f}")
print(f"sigma* intensity at theta1, theta2 = {S1:.4f}, {S2:.4f}")
print(f"predicted sigma* ratio = {S1 / S2:.4f}")
print(f"line fit: a = {a:.4f}, b = {b:.4f}")
print(f"tilt from line fit = {deg(tilt_fit):.2f} deg")
print(f"smallest vector ratio (tilt 90 deg) = {R_upright:.4f}")
print(f"tilt-independent incidence, this P = {deg(th_magic):.2f} deg")
print(f"apparent tilt of random molecules = {deg(tilt_random):.2f} deg")
print(f"mixture tilts = {deg(mix[0]):.0f}, {deg(mix[1]):.0f} deg")
print(f"apparent tilt of mixture = {deg(tilt_mix):.2f} deg")
print(f"twofold, azimuth 0 deg: ratio = {false_R[0]:.3f}")
print(f"twofold, azimuth 0 deg: false tilt = {deg(false_tilt[0]):.2f} deg")
print(f"twofold, azimuth 90 deg: ratio = {false_R[1]:.3f}")
print(f"twofold, azimuth 90 deg: false tilt = {deg(false_tilt[1]):.2f} deg")
print(f"largest deviation of angular laws = {worst:.1e}")
print(f"Li2 bond length = {bond:.1f} angstrom")
print(f"Li2 axis tilt set = {deg(li_tilt):.0f} deg")
print(f"Li2 sigma squared dipole = {s_tot:.3e} bohr^2")
print(f"Li2 pi squared dipole = {p_tot:.3e} bohr^2")
print(f"Li2 sigma ratio = {li_Rs:.4f}")
print(f"Li2 pi ratio = {li_Rp:.4f}")
print(f"Li2 tilt from sigma = {deg(li_from_sigma):.3f} deg")
print(f"Li2 tilt from pi = {deg(li_from_pi):.3f} deg")
print("checks complete")
```

Printed output:

```
polarized fraction P = 0.90
grazing angles theta1, theta2 = 20, 90 deg
c1 = 0.7947, c2 = 0.0000
input pi* ratio R = 3.0 +/- 0.3
sin^2(tilt) = 0.3625
ring tilt = 37.02 deg = 0.6461 rad
tilt error = 1.48 deg
tilt if P = 1 is assumed = 38.05 deg
pi* intensity at theta1, theta2 = 0.5438, 0.1813
sigma* intensity at theta1, theta2 = 0.4562, 0.8187
predicted sigma* ratio = 0.5572
line fit: a = 0.1813, b = 0.4106
tilt from line fit = 37.02 deg
smallest vector ratio (tilt 90 deg) = 0.2053
tilt-independent incidence, this P = 52.51 deg
apparent tilt of random molecules = 54.74 deg
mixture tilts = 20, 50 deg
apparent tilt of mixture = 36.39 deg
twofold, azimuth 0 deg: ratio = 1.670
twofold, azimuth 0 deg: false tilt = 46.17 deg
twofold, azimuth 90 deg: ratio = 14.974
twofold, azimuth 90 deg: false tilt = 18.16 deg
largest deviation of angular laws = 4.4e-16
Li2 bond length = 2.7 angstrom
Li2 axis tilt set = 35 deg
Li2 sigma squared dipole = 1.186e-03 bohr^2
Li2 pi squared dipole = 6.467e-03 bohr^2
Li2 sigma ratio = 3.4471
Li2 pi ratio = 0.5182
Li2 tilt from sigma = 35.000 deg
Li2 tilt from pi = 35.000 deg
checks complete
```
